# Low Force Error Does Not Guarantee Accurate Phonons or Barriers

Let $V(\mathbf x)$ be the reference potential energy and $\tilde V=V+\delta$ the energy given by a surrogate model. The force error is the surrogate force minus the reference force,

$$\mathbf e=-\nabla\tilde V+\nabla V=-\nabla\delta .$$

A frame is one atomic configuration with $N$ force components. The root-mean-square error over a set of frames is

$$\mathrm{RMSE}=\sqrt{\langle|\mathbf e|^2\rangle/N},$$

where the brackets average over frames. Unless stated otherwise, frames are classical and thermal, with probability proportional to $e^{-V/kT}$. The reference is taken as given; its own distance from reality is a separate question.

## The belief and its appeal

The belief is that a surrogate whose RMSE is a few per cent of the typical force must give phonons and barriers of similar quality. Phonons are built from derivatives of forces, and barriers from integrals of forces, so accurate forces seem to settle both.

There is a case in which this works. Near a minimum, let $\mathbf u$ be the displacement and $H$ the reference Hessian, so that the force is $-H\mathbf u$. If the surrogate Hessian is $(1+\eta)H$, the force error is $-\eta H\mathbf u$. The RMSE is then the fraction $|\eta|$ of the rms force. Every squared frequency changes by the factor $1+\eta$, and every frequency by about $\eta/2$ when $\eta$ is small. Here the average force error does measure the phonon error.

The belief assumes that errors are spread in this way. The RMSE does not say whether they are.

## What the average says about a curvature

Let the surrogate Hessian be $H+D$, with the same minimum. Then $\mathbf e=-D\mathbf u$. Expand the displacement in orthonormal eigenvectors of $H$, with amplitudes $a_\lambda$ and curvatures $k_\lambda$. The energy is $\frac12\sum_\lambda k_\lambda a_\lambda^2$, so the amplitudes are independent and equipartition gives

$$\langle a_\lambda a_\mu\rangle=\frac{kT}{k_\lambda}\,\delta_{\lambda\mu}.$$

Uniform translation costs no energy in either model and is left out. The component of the error along mode $\mu$ is $e_\mu=-\sum_\nu D_{\mu\nu}a_\nu$. Squaring, averaging and summing over $\mu$ gives

$$\mathrm{RMSE}^2=\frac{kT}{N}\sum_{\mu\nu}\frac{D_{\mu\nu}^2}{k_\nu}.$$

Every term is non-negative. Keeping the single term $\mu=\nu=\lambda$ and dividing by $k_\lambda$ yields

$$\frac{|D_{\lambda\lambda}|}{k_\lambda}\le \mathrm{RMSE}\,\sqrt{\frac{N}{k_\lambda kT}} .$$

The left side is the relative curvature error of the mode, to first order in $D$. For equal masses these modes are the phonons; for unequal masses the phonons are not eigenvectors of $H$, and their relative errors in squared frequency differ from $D_{\lambda\lambda}/k_\lambda$. The right side is small for a stiff mode in a small cell. It grows as $1/\sqrt{k_\lambda}$ for a soft mode and as $\sqrt N$ for a large cell. A soft mode produces little force even at its full thermal amplitude, so getting that force wrong costs little in the average.

Take a ring of 64 equal atoms, each moving along the ring, joined by springs $K=4$ eV/Å$^2$. A wave with phase $q$ per atom has curvature $2K(1-\cos q)=4K\sin^2(q/2)$. The softest waves have $q=\pm2\pi/64$, which gives two modes with $k_1=4K\sin^2(\pi/64)$. Suppose the surrogate gets the curvature of these two modes wrong by $-120\%$ and all others right. At 1000 K, where $kT=0.08617$ eV, the sum has two equal terms $(1.2k_1)^2/k_1$, so

$$\mathrm{RMSE}=1.2\sqrt{\frac{2k_1kT}{64}}=12.2\ \text{meV/Å}.$$

The rms force in this chain is 830 meV/Å, as derived below. Yet the surrogate curvature is $k_1-1.2k_1=-0.2k_1$. For atoms of mass 20 u, a true frequency of 0.686 THz becomes imaginary, with magnitude $\sqrt{0.2}\times0.686=0.307$ THz. The surrogate predicts an instability that the reference does not have.

## A local error that grows with wavelength

That error was placed on chosen modes by hand. A local error can do similar harm. Keep the chain, and let the surrogate add a spurious spring $\kappa$ between each atom and its $n$th neighbour:

$$\delta=\frac{\kappa}{2}\sum_j(u_{j+n}-u_j)^2 .$$

The coordinate $u_j$ occurs in two terms. Differentiating both gives the force error on atom $j$,

$$e_j=\kappa\left[(u_{j+n}-u_j)-(u_j-u_{j-n})\right].$$

Each round bracket is a sum of $n$ bond extensions $b_i=u_{i+1}-u_i$, and the two sums share no bond if the ring has more than $2n$ atoms. In an open chain the bonds are independent, each with variance $kT/K$. Closing the ring forces $\sum_i b_i=0$, which adds the same covariance, $-kT/K$ divided by the number of atoms, to every pair of bonds and to every variance. This addition cancels in $e_j$, because $n$ bonds enter with a plus sign and $n$ with a minus sign. Therefore

$$\mathrm{RMSE}=|\kappa|\sqrt{\frac{2nkT}{K}} .$$

The true force has the same form with $n=1$ and $\kappa$ replaced by $K$, so its rms value is $\sqrt{2KkT}$. The relative force error is the ratio

$$\rho=\sqrt n\,\frac{|\kappa|}{K}.$$

For the phonons, insert a wave with phase $q$ per atom. The surrogate curvature is

$$\tilde k(q)=2K(1-\cos q)+2\kappa(1-\cos nq).$$

For long waves $1-\cos q\approx q^2/2$ and $1-\cos nq\approx n^2q^2/2$, so

$$\tilde k(q)\approx Kq^2\left(1+\frac{n^2\kappa}{K}\right),\qquad \frac{n^2|\kappa|}{K}=n^{3/2}\rho .$$

The factor $n^{3/2}$ has a simple origin. In thermal motion the extensions of $n$ bonds add at random, and their sum grows as $\sqrt n$. In a long wave neighbouring bonds stretch together. The spurious spring is then stretched $n$ times as far as one bond, and its energy grows as $n^2$.

Now take $n=4$ and $\kappa=-0.06$ eV/Å$^2$, still at 1000 K:

$$\mathrm{RMSE}=0.06\sqrt{\frac{2\times4\times0.08617}{4}}\ \text{eV/Å}=24.9\ \text{meV/Å},$$

$$\sqrt{2KkT}=830\ \text{meV/Å},\qquad \rho=\frac{2\times0.06}{4}=3\%.$$

The long-wave stiffness changes by $-16\times0.06/4=-24\%$. With atomic spacing $d=2.1$ Å, the sound speed $d\sqrt{K/m}$ falls from 9225 to 8042 m/s, a change of $-12.8\%$.

A nearest-neighbour error with the same RMSE has $\kappa=-0.12$ eV/Å$^2$. It changes the stiffness by $-3\%$ and the sound speed by $-1.5\%$. The two surrogates have equal force scores, and their errors in sound speed differ by a factor of more than eight.

Averaging over phonons can hide the fault as well. For $n=4$ the error vanishes at the zone boundary $q=\pi$, since $\cos4\pi=1$. The mean absolute frequency error over the whole zone, found by summing over the modes of a 400-atom ring, is 3.1%. The long waves are four times worse than that.

A larger negative $\kappa$ destroys stability. Since $|\sin(nx)|\le n|\sin x|$, we have $1-\cos nq\le n^2(1-\cos q)$, and for negative $\kappa$

$$\tilde k(q)\ge2(1-\cos q)\,(K-n^2|\kappa|).$$

The chain is stable while $|\kappa|<K/n^2$. Beyond that value the long-wave formula gives negative curvature, provided the chain is long enough to hold such waves. The threshold corresponds to $\rho=n^{-3/2}$, or 12.5% for $n=4$.

Temperature enters the score without entering the fault. For a fixed $D$ the RMSE is proportional to $\sqrt T$, so colder training frames report a smaller absolute error for the same wrong harmonic phonons.

## What the average says about a barrier

Consider one coordinate $x$ with a minimum at $x_0$ and a saddle at $x_s$. If both remain stationary points in the surrogate, the barrier error is

$$\Delta=\delta(x_s)-\delta(x_0)=-\int_{x_0}^{x_s}e\,dx .$$

If a stationary point with non-zero curvature shifts slightly, its energy changes through the shift only at second order in the error, so the formula remains right to first order. The integral gives every part of the path equal weight. A thermal training set does not.

Take a periodic hop of length $L$,

$$V=E\,s,\qquad s=\sin^2\frac{\pi x}{L},$$

with a minimum at $x=0$ and a saddle at $x=L/2$. Let $\delta$ be even and have period $L$. Write $w=e^{-V/kT}$, and let $\varepsilon$ be the thermal rms error of the hop force. By symmetry half a period suffices:

$$\varepsilon^2=\frac1Z\int_0^{L/2}w\,e^2dx,\qquad Z=\int_0^{L/2}w\,dx .$$

Write $e=(\sqrt w\,e)(1/\sqrt w)$ and apply the Cauchy–Schwarz inequality:

$$\Delta^2\le\int_0^{L/2}w\,e^2dx\int_0^{L/2}\frac{dx}{w}=\varepsilon^2 Z\int_0^{L/2}e^{V/kT}dx .$$

With $\theta=2\pi x/L$ the potential is $V=\frac E2(1-\cos\theta)$. Set $a=E/2kT$ and use $\int_0^\pi e^{\pm a\cos\theta}d\theta=\pi I_0(a)$, where $I_0$ is the modified Bessel function. The two integrals are

$$Z=\frac L2e^{-a}I_0(a),\qquad \int_0^{L/2}e^{V/kT}dx=\frac L2e^{a}I_0(a).$$

The exponentials cancel in the product, and

$$|\Delta|\le\varepsilon\,\frac L2\,I_0\!\left(\frac{E}{2kT}\right).$$

Equality needs $e\propto e^{V/kT}$, an error concentrated where frames are rarest. A smooth surrogate must have zero force error at both symmetric end points. It can approach the bound by following this form and dropping to zero within narrow intervals at the ends. If the sign is chosen to raise the barrier, the minimum and saddle stay in place. The bound therefore cannot be improved without further knowledge of the error.

Its two limits differ greatly. For $E\ll kT$, $I_0\to1$ and the bound is $\varepsilon L/2$: the frames cover the path evenly, and a small force error does secure the barrier. For $E\gg kT$, $I_0(a)\approx e^a/\sqrt{2\pi a}$, and the bound grows essentially as $e^{E/2kT}$. With $E=2$ eV, $L=3$ Å and 1000 K, the factor multiplying $\varepsilon$ is $1.95\times10^4$ Å. An rms error of 1 meV/Å then limits the barrier error to about 19 eV. This is not an estimate of the error; it shows that the thermal RMSE alone gives no useful guarantee.

## A surrogate with good phonons and a wrong barrier

A less extreme error makes the point with an ordinary smooth curve. Let

$$\delta=-A\,s^m,\qquad A=0.5\ \text{eV},\quad m=3 .$$

The surrogate slope is $(E-mAs^{m-1})\,ds/dx$. It stays positive between minimum and saddle because $mA=1.5$ eV is less than $E=2$ eV. The barrier is therefore $E-A=1.5$ eV.

Near the minimum $s\approx(\pi x/L)^2$, so $\delta$ starts at order $x^6$ and the curvature there is unchanged. For an oxygen mass of 16 u, both models give a well frequency of 8.19 THz. A correct phonon at the minimum thus does not guarantee a correct barrier.

For the force error, use $ds/dx=(\pi/L)\sin(2\pi x/L)=(2\pi/L)\sqrt{s(1-s)}$:

$$e=mA\,s^{m-1}\frac{ds}{dx}=\frac{2\pi mA}{L}\,s^{m-1/2}(1-s)^{1/2}.$$

It vanishes at the minimum and at the saddle. Comparing forces at the saddle geometry would find perfect agreement while the energy there is wrong by 0.5 eV. Setting the derivative of $(2m-1)\ln s+\ln(1-s)$ to zero puts the largest error at $s=(2m-1)/(2m)=5/6$. This is at $x=1.10$ Å, where the error is 813 meV/Å.

Thermal frames hardly see it. Near the minimum $s$ is of order $kT/E$, so at low temperature $\varepsilon$ scales as $(kT/E)^{m-1/2}$, here the power $5/2$. Numerical integration of the full thermal average gives $\varepsilon=6.11$ meV/Å. The probability of finding the atom above half the barrier height is $2.1\times10^{-6}$, about one frame in half a million.

The average over components dilutes the error again. Put the hop in a cell of 63 atoms, with $3\times63=189$ force components, and let the other 188 be free of error. The reported figure is

$$\mathrm{RMSE}=\frac{6.11}{\sqrt{189}}=0.44\ \text{meV/Å}.$$

Adding saddle-region frames does not by itself make the average informative. Let 1% of the frames be spread evenly along the path. Over such frames the rms hop error, again by numerical integration, is 450 meV/Å. Mean squares add with their weights:

$$\mathrm{RMSE}=\sqrt{\frac{0.99(6.11)^2+0.01(450)^2}{189}}\ \text{meV/Å}=3.3\ \text{meV/Å}.$$

The total still looks small, although the data now contain the evidence. Reported separately, the path frames give a useful limit. Cauchy–Schwarz with uniform weight yields

$$|\Delta|\le\frac L2\,\varepsilon_{\rm path}=1.5\times0.450=0.67\ \text{eV},$$

which is of the same order as the actual error of 0.5 eV.

The effect on the rate is large. In classical transition-state theory, with no recrossing, the rate is proportional to $e^{-V(x_s)/kT}$ divided by the integral of $e^{-V/kT}$ over the well. The two well integrals are nearly equal, so the surrogate rate is too high by about $e^{A/kT}$. Numerical integration gives a factor of 331 at 1000 K and $2.0\times10^6$ at 400 K. A surrogate trained at high temperature and used at low temperature carries the same energy error into a much larger rate error.

## The numbers beside magnesium oxide

The parameters lie in the rough regime of MgO. The chain stands for long longitudinal waves in which whole (100) planes move together, and the hop for an oxygen ion entering a neighbouring vacancy. The thermal force score, however, is that of an isolated chain. In a three-dimensional crystal the relative thermal displacement of two atoms levels off with distance instead of growing as $\sqrt n$. The ratio of stiffness error to force error then grows in proportion to $n^2$ rather than $n^{3/2}$ at large $n$, so the score hides a long-range error even better. A sound speed near 9 km/s and a migration barrier near 2 eV are rough typical values. The errors $\kappa$ and $A$ were chosen to show the mechanism; they are not measured faults of any surrogate.

For the acoustic example the classical harmonic treatment is adequate for a rough score. Quantum mode variances change the chain RMSE by 0.3% at 1000 K. Replacing each bond by a fourth-order Morse expansion, with a rough range parameter of 1.4 Å$^{-1}$ and no mean tension, raises it by 7%; carrying the expansion to sixth order makes this 14%, and the full Morse bond, held short of dissociation, gives 16 to 18%.

The chain has one atom per cell and therefore no optical phonons. In an ionic crystal a long longitudinal optical wave creates a macroscopic electric field, which raises its frequency:

$$f_{\rm LO}^2=f_{\rm TO}^2+\frac{Z^2e_0^2}{4\pi^2\epsilon_0\epsilon_\infty\mu\Omega}.$$

Here $f_{\rm LO}$ and $f_{\rm TO}$ are the longitudinal and transverse optical frequencies at long wavelength, $Z$ now denotes the Born charge in units of $e_0$, $e_0$ the elementary charge, $\epsilon_\infty$ the electronic dielectric constant, $\mu$ the reduced mass of the Mg–O pair and $\Omega=2d^3$ the primitive-cell volume. Rough values $Z=2$, $\epsilon_\infty=3$ and $f_{\rm TO}=12$ THz give $f_{\rm LO}=21.8$ THz. Springs of finite range cannot produce this splitting at long wavelength, so the chain says nothing about it.

For the hop, the leading tunnelling correction multiplies the reference rate by 1.006 at 1000 K and 1.04 at 400 K, which is negligible beside the errors above. A real hop also involves the motion of neighbouring ions, and in a device film the vacancy's charge state and nearby interfaces can alter the barrier. The model does not predict those changes, and they need not be small beside the surrogate error. For an error in the rate prefactor there is a simple scale: at 1000 K a tenfold change is equivalent to a barrier shift of 0.20 eV, less than half the surrogate error considered here.

## Measuring the right errors

The thermal frames already contain the curvature errors, provided they are projected before they are averaged. In the harmonic regime $e_\lambda=-\sum_\mu D_{\lambda\mu}a_\mu$, and the amplitudes are uncorrelated, so

$$-\frac{\langle a_\lambda e_\lambda\rangle}{\langle a_\lambda^2\rangle}=D_{\lambda\lambda}.$$

Divided by $k_\lambda$, this gives the relative curvature error along each reference mode. If the surrogate mixes modes of similar frequency, or if the masses are unequal so that the phonons are not eigenvectors of $H$, the off-diagonal elements matter too. They follow from the same frames as $D_{\lambda\mu}=-\langle a_\mu e_\lambda\rangle/\langle a_\mu^2\rangle$, and the surrogate frequencies then come from diagonalizing $M^{-1/2}(H+D)M^{-1/2}$, where $M$ is the diagonal matrix of atomic masses. Outside the harmonic regime the projection also picks up anharmonic errors. Small finite displacements along the soft modes avoid this and give the curvature errors at the minimum directly.

For a barrier, the direct quantity is the reference energy difference between minimum and saddle, compared with the surrogate's. The saddle should be located in both models where that is affordable, since a large error can move it. Force errors along the path should be reported apart from the bulk of the data. The global RMSE remains useful as a first screen: a high value shows that some of the sampled forces are poor and calls for a closer look. It does not by itself prove the phonons or the barrier wrong. A low value is a useful guarantee where the bounds above are small, as for stiff modes in a small harmonic cell. The barrier bound is written for the hop component $\varepsilon$, which can be as large as $\sqrt N$ times the global RMSE, so even a low barrier is secured only if $\sqrt N\,\mathrm{RMSE}\,(L/2)\,I_0(E/2kT)$ is small beside $E$. In the 189-component cell at 1000 K, a surrogate that removes 90% of a barrier $E=2kT=0.17$ eV along the same 3 Å hop scores only 7.9 meV/Å. For soft modes in large cells, for barriers far above $kT$, and for any barrier in a large cell, a low global value gives no such guarantee, and the errors should be measured directly.

Numerical values quoted here were computed with a short program.
